# Kubo and Landauer-Büttiker conductances of a region with leads, part 2

We are deriving the Landauer-Büttiker conductance from the Kubo formula for independent electrons in a finite region joined to straight, field-free leads \(m,n\). The region may contain a magnetic field. Units are atomic, with electron charge \(-1\); \(H\) describes one spin, without its coupling to the field.

Raising the potential energy deep in lead \(n\) by \(U_n\), switched on as \(e^{\eta t}\) and read at \(t=0\), gives the voltage \(V_n=-U_n\). The charge current from lead \(m\) into the region is \(I_m=\sum_nG_{mn}V_n\).

The indicator \(\theta_n\) is 1 in lead \(n\) beyond a surface and 0 elsewhere; \(J_n=-i[H,\theta_n]\) is the particle current into the region. With Fermi function \(f\), \(f_a=f(E_a)\) and \(\Delta=E_a-E_b\),

\[
G_{mn}=i\sum_{ab}\frac{f_a-f_b}{\Delta(\Delta-i\eta)}
(J_m)_{ba}(J_n)_{ab},
\]

with infinite leads first, then \(\eta\to0\). Its Kubo-Greenwood part is

\[
G^{\rm KG}_{mn}=\pi\int dE\,(-f')\,
{\rm Tr}\bigl[J_m\delta(E-H)J_n\delta(E-H)\bigr].
\]

The rest is antisymmetric in \(m,n\) and vanishes at zero magnetic field.

Equivalently, \(G^{\rm KG}_{mn}\) is the conductivity \(\sigma^{\rm KG}(\mathbf r,\mathbf r')\) contracted over the volume with \(\nabla u_m\) and \(\nabla'u_n\). The profile \(u_n\) is 1 far in lead \(n\), 0 far in the others, and arbitrary between. On a grid, bond currents and differences of \(u_n\) replace current densities and gradients; the hopping is \(-t\).

The scattering state \(\psi_a\) has one incoming wave, of unit flux, in channel \(a\). Channel \(c\) has wave number \(k_c\) and speed \(v_c\). The scattering matrix \(S\) is unitary, \(P_m\) selects the \(N_m\) open channels of lead \(m\), and

\[
T_{mn}=\sum_{c\in m,\;a\in n}|S_{ca}|^2 .
\]

This is transmission from \(n\) to \(m\); \(T_{mm}\) is reflection. At equal energies,

\[
\langle\psi_a|J_m|\psi_b\rangle=(P_m-S^\dagger P_mS)_{ab}.
\]

**Q.** What normalizes these states in a trace?

**A.** Consider a packet built from waves of incoming amplitude one, \(\int\frac{dk}{2\pi}a(k)\tilde\psi_k\). In the distant past it consists of its incoming part alone, whose norm is \(\int\frac{dk}{2\pi}|a|^2\). Time evolution preserves that norm, so \(dk/2\pi\) is the correct measure. With \(dk=dE/v\) and \(\psi=\tilde\psi/\sqrt v\), the continuum part of the spectral operator is

\[
\delta(E-H)=\frac1{2\pi}\sum_a|\psi_a\rangle\langle\psi_a| .
\]

**Q.** The Kubo formula has a double energy sum, with states of different energy. How can it collapse to scattering at a single energy?

**A.** By following \(\theta_n\) into the past. Define \(\theta_n(t)=e^{iHt}\theta_ne^{-iHt}\). Its expectation value is the probability of having been in lead \(n\) at time \(t\). For a scattering packet and \(t\to-\infty\), this is the weight of its part incoming from lead \(n\). So \(\theta_n(t)\) approaches the projector \(\mathcal P_n\) on states \(\psi_a\) with \(a\in n\). It commutes with \(H\).

Since \(d\theta_n(t)/dt=-J_n(t)\), integration by parts gives

\[
\eta\int_{-\infty}^0dt\,e^{\eta t}\theta_n(t)
=\theta_n+\int_{-\infty}^0dt\,e^{\eta t}J_n(t).
\]

The left side tends to \(\mathcal P_n\), leaving bound states aside for the moment. Hence

\[
\theta_n=\mathcal P_n+X_n,\qquad
(X_n)_{ab}=-\frac{(J_n)_{ab}}{\eta+i\Delta}
=\frac{i(J_n)_{ab}}{\Delta-i\eta}.
\]

This \(X_n\) is already present in the Kubo formula:

\[
G_{mn}=\sum_{ab}(J_m)_{ba}\,\frac{f_a-f_b}{\Delta}\,(X_n)_{ab}.
\]

**Q.** What does the quotient of Fermi functions mean as an operation?

**A.** It is the first-order change of a function of \(H\). Write \(f(H+\lambda Y)=f(H)+\lambda\,df[Y]+\dots\). Since \(H+\lambda Y\) commutes with any function of itself, the terms of first order give

\[
[Y,f(H)]+[H,df[Y]]=0
\quad\Rightarrow\quad
df[Y]_{ab}=\frac{f_a-f_b}{\Delta}\,Y_{ab}.
\]

At \(\Delta=0\) the quotient is \(f'\). For an operator that commutes with \(H\), such as \(\mathcal P_n\), the result is \(df[\mathcal P_n]=f'(H)\mathcal P_n\). Inserting \(X_n=\theta_n-\mathcal P_n\) yields

\[
G_{mn}={\rm Tr}\bigl(J_m\,df[\theta_n]\bigr)
-{\rm Tr}\bigl(J_mf'(H)\mathcal P_n\bigr).
\]

**Q.** And the bound states you put aside?

**A.** They add to the past average the operator \(\sum_\varepsilon\Pi_\varepsilon\theta_n\Pi_\varepsilon\), where \(\Pi_\varepsilon\) projects on the bound states of energy \(\varepsilon\). This also commutes with \(H\). Its contribution to the current contains \(\Pi_\varepsilon J_m\Pi_\varepsilon=-i\Pi_\varepsilon[H,\theta_m]\Pi_\varepsilon\). That vanishes because \(H\) equals \(\varepsilon\) on both sides.

**Q.** The first term looks like a current in equilibrium. In a magnetic field equilibrium currents do exist, so why may you discard it?

**A.** They can circulate inside, but they cannot give a net current through a lead. The term is the derivative, at \(\lambda=0\), of the lead current in the equilibrium state \(f(H+\lambda\theta_n)\). That Hamiltonian has its own unitary scattering matrix. All its incoming channels are occupied with the same \(f(E)\), so

\[
\langle J_m\rangle_{\rm eq}
=\frac1{2\pi}\int dE\,f(E)\Bigl(N_m-\sum_\ell T_{m\ell}\Bigr)=0 .
\]

The row sum \(\sum_\ell T_{m\ell}=N_m\) follows from \(SS^\dagger=1\). Bound states contribute nothing, by the preceding argument.

This was tested on the grid described below, with lead 1 raised by 0.003 hartree and a magnetic flux present. At energies \(-0.010\), 0, 0.006 and 0.015 hartree, the largest lead current per unit energy was \(1.4\times10^{-16}\), which is rounding error. The current per unit energy in one bond inside the sample reached 0.037.

**Q.** Then evaluate what is left.

**A.** Insert the spectral operator, restricted to states incoming from lead \(n\):

\[
\begin{aligned}
G_{mn}&=\int dE\,(-f')\,{\rm Tr}\bigl[J_m\delta(E-H)\mathcal P_n\bigr]\\
&=\frac1{2\pi}\int dE\,(-f')\sum_{a\in n}(P_m-S^\dagger P_mS)_{aa}\\
&=\frac1{2\pi}\int dE\,(-f')\bigl(N_m\delta_{mn}-T_{mn}\bigr).
\end{aligned}
\]

This is the Landauer-Büttiker conductance per spin. It has been obtained from the full Kubo response, at any temperature and with a magnetic field in the region.

**Q.** What would the Kubo-Greenwood formula alone have given?

**A.** Its two spectral operators supply \(1/(2\pi)^2\), and the prefactor \(\pi\) turns this into \(1/4\pi\). The channel trace is

\[
\begin{aligned}
&{\rm tr}\bigl[(P_m-S^\dagger P_mS)(P_n-S^\dagger P_nS)\bigr]\\
&\quad=N_m\delta_{mn}-T_{nm}-T_{mn}+N_m\delta_{mn}.
\end{aligned}
\]

The last term uses \(SS^\dagger=1\). Therefore

\[
G^{\rm KG}_{mn}=\frac1{2\pi}\int dE\,(-f')
\Bigl[N_m\delta_{mn}-\tfrac12(T_{mn}+T_{nm})\Bigr].
\]

This equals the full result at zero field, where the antisymmetric part vanishes. It also does so for two leads in a field: the first row and first column of \(T\) both sum to \(N_1\), so \(T_{12}=T_{21}\). With three or more leads in a field, the half-sum can differ from the conductance.

**Q.** Show me a case where it does.

**A.** Take a \(3\times3\) grid with coordinates \(x,y=0,1,2\). Each lead is two sites wide. Lead 1 joins the left edge at \(y=0,1\), lead 2 the right edge at \(y=0,1\), and lead 3 the top edge at \(x=1,2\). The hopping is \(-0.020\) hartree in the sample and along the leads, and \(-0.010\) hartree across them. From the bottom row upward, the site energies in millihartree are \((4,-6,2)\), \((0,5,-3)\) and \((-2,6,-4)\).

A flux of \(F=0.15\) quanta through each of the four plaquettes multiplies the hopping from \(x\) to \(x+1\) by \(e^{2\pi iF(y-2)}\). At the chemical potential, 0.006 hartree, both channels of each lead are open. Matching waves at that energy gives

\[
N\delta-T=
\begin{pmatrix}
1.793&-0.782&-1.012\\
-1.100&1.694&-0.594\\
-0.693&-0.912&1.605
\end{pmatrix}.
\]

Independently, \(\sigma^{\rm KG}\) was computed from Green functions for every pair of 48 bonds. It was then summed over the volume with random profile values in the sample and the first two cells of each lead. Times \(2\pi\), the 1,2 entry is \(-0.941\), as the half-sum requires: \(-(0.782+1.100)/2=-0.941\). The full matrix passed this test, and so did the surface form. At zero flux the volume sum reproduced \(N\delta-T\) itself.

**Q.** The difference \(|T_{mn}-T_{nm}|\) seems to be 0.318 for every pair. Is that an accident?

**A.** No, equality among the pairs follows from unitarity. The rows and columns of \(N\delta-T\) sum to zero, and so do the rows of its antisymmetric part \(A\). For three leads this means \(A_{12}=-A_{13}\), \(A_{21}=-A_{23}\) and \(A_{31}=-A_{32}\). One number remains, describing a circulation among the leads.

**Q.** You have tested Kubo-Greenwood. What about the full Kubo formula, including the part that depends on states away from the Fermi energy?

**A.** It was evaluated by diagonalizing the same system with 170 cells in each lead, 1029 states in all, at \(k_BT=0.001\) hartree. The potential was switched on smoothly, centred 5000 atomic time units before readout and over a width of 4000. The fastest speed is \(2t=0.04\) cells per time unit, so an echo needs \(2\times170/0.04=8500\) units. The whole ramp fits within that time.

For this temperature, wave matching gives \(-0.779\) for the 1,2 entry and \(-1.085\) for the 2,1 entry. The Kubo response, multiplied by \(2\pi\), agreed with the whole matrix to within \(8.2\times10^{-9}\) in absolute value. The distant-past expression \(-{\rm Tr}[J_mf'(H)\mathcal P_n]\), also multiplied by \(2\pi\) and with \(\mathcal P_n\) replaced by the lead profile \(u_n(t)=e^{iHt}u_ne^{-iHt}\) at the single time \(t=-5000\), agreed to within \(1.3\times10^{-4}\). The matrices are listed in the numerical output.

**Q.** Would an experimenter notice the missing antisymmetric part in this model?

**A.** Let lead 3 be a voltage probe that draws no net current, with \(V_1=1\) and \(V_2=0\). Including both spins, in units of \(e^2/\hbar\), the condition \(I_3=G_{31}V_1+G_{33}V_3=0\) gives

\[
\frac{V_3}{V_1}=-\frac{G_{31}}{G_{33}}=\frac{0.2222}{0.5114}=0.435 .
\]

The conductance from lead 1 to lead 2 is then

\[
G_{11}+G_{13}\frac{V_3}{V_1}
=0.5676-0.3195\times0.4346=0.4288,
\]

or about 104 µS. Keeping only the Kubo-Greenwood part gives a probe voltage of 0.530, which is 22% too high relative to the full result. The conductance becomes 0.424, which is 1.1% too low. In this example the probe voltage reveals the omission far more clearly.

**Q.** How close is this to a real device?

**A.** The thermal energy corresponds to roughly room temperature, but the magnetic field does not resemble a laboratory field. If the sample grid represents free electrons, \(t=1/(2a^2)\) gives a spacing \(a=5\) bohr (the weaker hopping across the leads does not fit this mapping). The flux then requires about 9000 T, against some tens of teslas for strong static laboratory magnets. At 9000 T the spin coupling left out here would shift the levels of free electrons by about \(\pm0.019\) hartree, nearly as much as the hopping. The factor of two for spin therefore belongs to the model, not to real electrons in such a field. A larger loop would enclose the same flux at a smaller field, though its transmissions would have to be computed anew.

Real conductors at room temperature also scatter electrons inelastically, which breaks the assumption of independent elastic motion. The floating probe gives one measure of such an effect. Electrons entering it are replaced by others without phase memory. Because electrons are negative, they run from lead 2 to lead 1 when \(V_1=1\) and \(V_2=0\). The probe then supplies \(0.3195\times(1-0.4346)=0.181\) of the 0.429 arriving at lead 1, or 42%. With the bias reversed, it supplies \(0.1919\times0.4346=0.083\) of the 0.429 arriving at lead 2, or 19%. The shares differ because the magnetic field makes \(T_{mn}\) and \(T_{nm}\) unequal. This is a property of the chosen probe, and it does not predict the correction in a particular device.

**Q.** One last doubt. For a perfect two-lead wire your formula gives a finite conductance, although nothing scatters. Has a resistance been lost or invented?

**A.** With \(N\) open channels and perfect transmission, \(T_{12}=N\), and the conductance is \(N/2\pi\) per spin. The voltage here is the difference between the electrochemical potentials of the incoming electrons deep in the two leads, divided by the electron charge. A finite number of channels carries a finite current for that difference. If the voltage is instead defined by local potentials close to the scatterer, the ratio of current to voltage can be different. The equivalence proved here is for voltages assigned to the leads.

## Computed results

```
hopping along leads and in sample: 0.020 hartree
hopping across a lead: 0.010 hartree
site energies, row by row: 0.004 -0.006 0.002 0.000 0.005 -0.003 -0.002 0.006 -0.004 hartree
chemical potential: 0.006 hartree; kT: 0.001 hartree
flux per plaquette: 0.15 flux quanta
bonds in the volume sum: 48
T_mn at the chemical potential (dimensionless), row 1: 0.20683 0.78163 1.01154
T_mn at the chemical potential (dimensionless), row 2: 1.09993 0.30635 0.59372
T_mn at the chemical potential (dimensionless), row 3: 0.69324 0.91202 0.39474
N delta - T at the chemical potential (dimensionless), row 1: 1.79317 -0.78163 -1.01154
N delta - T at the chemical potential (dimensionless), row 2: -1.09993 1.69365 -0.59372
N delta - T at the chemical potential (dimensionless), row 3: -0.69324 -0.91202 1.60526
2 pi x Kubo-Greenwood volume sum (dimensionless), row 1: 1.79317 -0.94078 -0.85239
2 pi x Kubo-Greenwood volume sum (dimensionless), row 2: -0.94078 1.69365 -0.75287
2 pi x Kubo-Greenwood volume sum (dimensionless), row 3: -0.85239 -0.75287 1.60526
largest |T_mn - T_nm|: 0.31830 (dimensionless)
largest divergence of bond conductivity: 1.9e-16 e^2/hbar
zero flux, N delta - T (dimensionless), row 1: 1.86922 -0.65992 -1.20931
zero flux, N delta - T (dimensionless), row 2: -0.65992 1.17100 -0.51108
zero flux, N delta - T (dimensionless), row 3: -1.20931 -0.51108 1.72038
zero flux, 2 pi x Kubo-Greenwood (dimensionless), row 1: 1.86922 -0.65992 -1.20931
zero flux, 2 pi x Kubo-Greenwood (dimensionless), row 2: -0.65992 1.17100 -0.51108
zero flux, 2 pi x Kubo-Greenwood (dimensionless), row 3: -1.20931 -0.51108 1.72038
shift of lead 1 in equilibrium test: 0.003 hartree
largest equilibrium lead current per energy: 1.4e-16 (dimensionless)
largest current per energy in one inner bond: 0.03718 (dimensionless)
cells in each long lead: 170; states: 1029
centre of switch-on before readout: 5000 atomic time units
width of switch-on: 4000 atomic time units
earliest echo: 8500 atomic time units
thermal N delta - T (dimensionless), row 1: 1.78324 -0.77946 -1.00378
thermal N delta - T (dimensionless), row 2: -1.08512 1.68784 -0.60272
thermal N delta - T (dimensionless), row 3: -0.69812 -0.90838 1.60650
2 pi x full Kubo response (dimensionless), row 1: 1.78324 -0.77946 -1.00378
2 pi x full Kubo response (dimensionless), row 2: -1.08512 1.68784 -0.60272
2 pi x full Kubo response (dimensionless), row 3: -0.69812 -0.90838 1.60650
largest deviation, full Kubo: 8.2e-09 (dimensionless)
largest deviation, distant-past form: 1.3e-04 (dimensionless)
conductance, both spins (e^2/hbar), row 1: 0.56762 -0.24811 -0.31951
conductance, both spins (e^2/hbar), row 2: -0.34540 0.53726 -0.19185
conductance, both spins (e^2/hbar), row 3: -0.22222 -0.28915 0.51136
floating probe voltage V3/V1, full: 0.43456
floating probe voltage V3/V1, Kubo-Greenwood only: 0.52969
conductance 1 to 2 with probe, full: 0.42877 e^2/hbar
the same in microsiemens: 104.370
conductance 1 to 2, Kubo-Greenwood only: 0.42415 e^2/hbar
```
